Why IORA Energies Depend on Gauge and Bound Dirac Levels from Below

**Q:** I use IORA, the infinite-order regular approximation, for one-electron levels. Its energy is an expectation value of the Dirac Hamiltonian, so I take it as an upper bound to the Dirac energy. And since it is of infinite order, adding a constant to the potential should only move all levels together. Is anything wrong with that?

**A:** Both conclusions fail, and the small component is the reason. Let me use hartree atomic units and subtract the rest energy c² from all energies, so that bound levels have E < 0. With large component φ and small component χ, the Dirac equation reads

Vφ + c σ·p χ = Eφ
c σ·p φ + (V − 2c²)χ = Eχ.

Put u = 2c² − V. The second line gives (u + E)χ = c σ·p φ, hence

χ = [c/(u + E)] σ·p φ.

Inserting this in the first line gives an equation for φ alone:

A(E)φ = 0, A(E) = V − E + σ·p [c²/(u + E)] σ·p.

Now add a constant D to V. The Dirac level becomes E + D. The difference V − E is unchanged, and so is the denominator, because 2c² − (V + D) + (E + D) = u + E. The Dirac spectrum therefore shifts rigidly.

**Q:** Where does IORA lose that property?

**A:** Write w = u − D and E′ = E + D, so that u + E = w + E′. The regular approximation neglects E′ beside w and fixes

χ = (c/w) σ·p φ.

This relation contains D but no longer the energy that would compensate it. IORA puts this χ into the Dirac expectation value. The coupling between φ and χ occurs twice and contributes 2⟨φ|σ·p (c²/w) σ·p|φ⟩. The small-component diagonal term contains V + D − 2c² = −w, and contributes −⟨φ|σ·p (c²/w) σ·p|φ⟩. One of the two coupling terms survives:

E′ = ⟨φ|V + D + σ·p (c²/w) σ·p|φ⟩ / ⟨φ|S|φ⟩,
S = 1 + σ·p (c²/w²) σ·p.

The second term of S is the norm of χ. Making the quotient stationary in φ gives the IORA eigenproblem

[V + D + σ·p (c²/w) σ·p] φ = E′Sφ.

Replacing S by 1 gives ZORA, the zeroth-order regular approximation.

To compare gauges, subtract D again and call the result e = E′ − D. Moving E′S to the left gives

K(e)φ = 0,
K(e) = V − e + σ·p [c²/w − (e + D)c²/w²] σ·p.

The square bracket is the expansion of c²/(w + e + D) cut after first order in (e + D)/w. The potential inside w is kept unexpanded, but the energy dependence is not kept to infinite order. The expansion is made about e = −D, so what the cut leaves out depends on D.

**Q:** I accept the gauge dependence. But an expectation value cannot lie below the true level, surely?

**A:** It cannot lie below the lowest point of the spectrum. The Dirac spectrum also has a negative-energy continuum, so an electronic level is not that lowest point. To see what happens, take D = 0, fix φ and vary χ. For a trial energy λ with u + λ > 0, subtract λ times the norm from the expectation value's numerator:

F = ⟨φ|V − λ|φ⟩ + 2c Re⟨χ|σ·p φ⟩ − ⟨χ|u + λ|χ⟩.

With χ_λ = [c/(u + λ)] σ·p φ, completing the square gives

F = ⟨φ|A(λ)|φ⟩ − ⟨χ − χ_λ|u + λ|χ − χ_λ⟩.

Choose λ so that ⟨φ|A(λ)|φ⟩ = 0. Then F ≤ 0 for every χ, which says that the expectation value is at most λ. It reaches λ when χ = χ_λ. Thus λ is a maximum over χ.

We need the sign of A near the Dirac levels. An eigenvalue of A(E) is zero exactly when E is a Dirac level. Fix E between −2c² and 0. With no potential, A(E) = −E + c²p²/(2c² + E) is positive. As the attractive Coulomb potential is turned on, an eigenvalue can become negative only by passing through zero, that is, when a Dirac level crosses E. The levels descend from E = 0 as Z grows, so none has crossed an E below the lowest level E₁ of a symmetry, and A(E) is still positive there. Also dA/dE = −1 − σ·p [c²/(u + E)²] σ·p is negative, so as E rises the eigenvalues of A(E) fall and pass through zero in order: the k-th one vanishes at the k-th Dirac level E_k. In particular A(E₁) has no negative eigenvalue, so ⟨φ|A(E₁)|φ⟩ ≥ 0. This quantity decreases as its energy argument rises, so its zero satisfies λ ≥ E₁. The upper bound is thus guaranteed when χ is the best one for the given φ; for another χ the argument gives only a value at most λ. IORA uses another χ, and its value can drop below E₁.

**Q:** "Can drop" leaves open that it sometimes lies above.

**A:** The sign is fixed. Compare the two kernels at the same Dirac energy E, with E′ = E + D:

1/(w + E′) − 1/w + E′/w²
= [w² − w(w + E′) + E′(w + E′)] / [w²(w + E′)]
= E′² / [w²(w + E′)].

In the numerator w² cancels, then wE′ cancels, and E′² remains. Since w + E′ = u + E,

A(E) − K(E) = (E + D)² σ·p {c²/[w²(u + E)]} σ·p ≥ 0.

I assume w > |E + D| everywhere. This makes u + E positive and also keeps the kinetic coefficient in K(E) positive. For the Coulomb potential I also take Z sufficiently below c that these operators are bounded below.

Since A(E) ≥ K(E), the min-max principle for ordinary operators bounded below says that the k-th eigenvalue of K(E) is no larger than that of A(E). At the k-th Dirac level E_k the latter is zero, so the k-th eigenvalue of K(E_k) is zero or negative. Next, dK/de = −S, and S is positive, so the eigenvalues of K(e) fall as e rises. The k-th one must have crossed zero at or before E_k:

e_k ≤ E_k.

IORA is a lower bound, level by level within each symmetry and in every gauge that meets the conditions. If E_k + D = 0, the two kernels coincide at E_k and that level is exact. The argument needs the full σ·p operators. Spin-free (scalar) IORA drops the spin-orbit part and has no such bound for l > 0: at Z = 20 and D = 0 its 2p level lies 0.18 hartree above the Dirac 2p₁/₂ level.

**Q:** Yet my IORA energies go down when I enlarge the basis. That looks like an upper bound.

**A:** It is an upper bound to IORA's own level, because the IORA eigenproblem has a positive metric and is bounded below. In a finite basis, provided the matrix elements containing 1/w and 1/w² are evaluated accurately, the computed value lies at or above the converged IORA level, which lies at or below the Dirac level. The finite-basis value may therefore fall on either side of the Dirac energy.

**Q:** How large is the gauge error?

**A:** Let φ_I solve K(e)φ_I = 0 and φ_D solve A(E)φ_D = 0. Both operators are Hermitian, so

⟨φ_I|A(E) − K(e)|φ_D⟩ = 0.

K is linear in its energy argument with slope −S at fixed D, so K(e) = K(E) − (e − E)S. Substitution gives

⟨φ_I|A(E) − K(E)|φ_D⟩ + (e − E)⟨φ_I|S|φ_D⟩ = 0,

e − E = −(E + D)² ⟨φ_I|σ·p {c²/[w²(u + E)]} σ·p|φ_D⟩ / ⟨φ_I|S|φ_D⟩.

For a hydrogen-like ion, hold Z and D fixed and let c grow. Then w and u + E tend to 2c², and the factor in braces tends to c²/(4c⁴ · 2c²) = 1/(8c⁴). Both functions tend to the nonrelativistic one, S tends to 1, and (σ·p)² = p². With ε = −Z²/(2n²), the Coulomb virial theorem gives ⟨p²⟩ = 2|ε|. Hence, at leading order,

e − E ≈ −(ε + D)²|ε|/(4c⁴).

**Q:** A shift common to all levels would still be harmless.

**A:** This one is not common. Let the lower level have ε = −a and the upper one ε = −b. The error in the upper-minus-lower spacing is

[a(D − a)² − b(D − b)²]/(4c⁴).

At D = 0 it is (a³ − b³)/(4c⁴). Subtracting this leaves

[a(D² − 2aD) − b(D² − 2bD)]/(4c⁴)
= [(a − b)D² − 2(a² − b²)D]/(4c⁴)
= (a − b)D[D − 2(a + b)]/(4c⁴).

So the spacing changes at order c⁻⁴. The formula also vanishes at D = 2(a + b), but that is a coincidence of two values of a quadratic, not invariance.

**Q:** Please put numbers in.

**A:** Take one electron, a point nucleus and the round charge Z = 20. This model leaves out nuclear size, recoil and radiative effects. For 1s and 2s, a = 200 and b = 50 hartree. The Dirac levels are −201.0765 and −50.3366 hartree, so their spacing is 150.7399 hartree. For D = 100 hartree and c = 137.036,

a − b = 150,
D − 2(a + b) = 100 − 500 = −400,
4c⁴ = 1.4106 × 10⁹,
change ≈ 150 × 100 × (−400)/(1.4106 × 10⁹) = −0.00425 hartree.

The IORA calculation gives −0.00423 hartree, or −0.115 eV. In the following rows D is in hartree and the other entries are in millihartree; errors are relative to Dirac, and the change is relative to the IORA spacing at D = 0.

D = −100: 1s error −12.653; 2s error −0.795; spacing change +6.274
D = −10: 1s error −6.248; 2s error −0.129; spacing change +0.536
D = 0: 1s error −5.673; 2s error −0.090; spacing change 0
D = 10: 1s error −5.125; 2s error −0.058; spacing change −0.516
D = 100: 1s error −1.441; 2s error −0.088; spacing change −4.230

The 2s error is almost the same at D = 0 and D = 100. The leading law explains this: (−50 + D)² equals 2500 in both cases. Watching that level alone in those two gauges would suggest an invariance that the 1s level disproves.

The power of c was tested by doubling c three times with D = 100 hartree. The successive powers of 1/c in the spacing change are 3.994, 3.999 and 4.000.

**Q:** And the missing upper bound?

**A:** At D = 0 the IORA 1s value lies 5.673 millihartree below the Dirac level. If we keep its φ but use the best χ, the expectation value lies 0.156 microhartree above the Dirac level. The large component is good; the prescribed small component puts the energy on the low side. The numerical check also finds the lower bound obeyed for 24 combinations of level and gauge, with s and p levels at Z = 20 and Z = 80. At Z = 80 and D = 0 the 1s error has grown to −24.7 hartree.

**Q:** Could I choose D to remove the error?

**A:** For one level, yes. With D = 201.0765 hartree, E + D vanishes for 1s, and its computed error is at rounding level. The 2s error is then −0.812 millihartree. A single constant cannot make E + D zero for two levels of different energy.

The spacing also shows that a bound on levels is no bound on differences. It is 1.353 millihartree too large at D = 100 hartree, and 0.812 millihartree too small in the gauge that makes 1s exact.

**Q:** Then what has IORA gained over ZORA?

**A:** One order in 1/c². ZORA lacks the term linear in e + D, so its kernel difference is

c²/(u + E) − c²/w = c²(w − u − E)/[w(u + E)] = −(E + D)c²/[w(u + E)].

The same matrix-element argument, now with S = 1, gives

e − E ≈ (ε + D) · 2|ε| · c²/(4c⁴) = (ε + D)|ε|/(2c²).

The part containing D is D|ε|/(2c²), so the spacing changes by −(a − b)D/(2c²). For D = 100 hartree this is −15000/37558 = −0.399 hartree, and the ZORA calculation gives −0.404 hartree. The IORA change is about 95 times smaller in this example.

The leading IORA law needs |ε + D| to be small beside 2c². If D were increased in proportion to c², the factor D²/c⁴ in the IORA error would no longer decrease, and the c⁻⁴ law would not apply.

**Q:** Does a constant shift matter outside this exercise?

**A:** It can. Distant charges add a nearly constant potential across a compact core orbital. The Dirac core levels then move almost together, while IORA levels built with the full potential also acquire the spurious relative shifts derived here. Such shifts are far smaller than the D = 100 hartree used above: a unit negative charge at 3.3 bohr gives D ≈ 0.3 hartree. In the one-electron model that changes the 2s–1s spacing by only −0.016 millihartree (−0.4 meV) at Z = 20, but by −3.6 millihartree (−0.10 eV) at Z = 80. The size depends on the local shift and on the core energies, so a small error in one environment does not establish gauge invariance.

Calculated quantities

```
nuclear charge Z = 20
speed of light c = 137.035999 a.u.
(Z/c)^2 = 0.02130
nonrelativistic 1s, 2s = -200.0, -50.0 hartree
Dirac 1s = -201.076523 hartree
Dirac 2s = -50.336594 hartree
Dirac 2s-1s spacing = 150.739929 hartree
largest Dirac solver error = 3.4e-13 hartree
D = -100 hartree:
  IORA-Dirac 1s = -12.6527 mhartree
  IORA-Dirac 2s = -0.7948 mhartree
  IORA spacing = 150.751787 hartree
  spacing change from D=0 = 6.2744 mhartree
  leading law for change = 6.3803 mhartree
D = -10 hartree:
  IORA-Dirac 1s = -6.2480 mhartree
  IORA-Dirac 2s = -0.1286 mhartree
  IORA spacing = 150.746048 hartree
  spacing change from D=0 = 0.5360 mhartree
  leading law for change = 0.5423 mhartree
D = 0 hartree:
  IORA-Dirac 1s = -5.6730 mhartree
  IORA-Dirac 2s = -0.0896 mhartree
  IORA spacing = 150.745512 hartree
D = 10 hartree:
  IORA-Dirac 1s = -5.1254 mhartree
  IORA-Dirac 2s = -0.0576 mhartree
  IORA spacing = 150.744997 hartree
  spacing change from D=0 = -0.5155 mhartree
  leading law for change = -0.5211 mhartree
D = 100 hartree:
  IORA-Dirac 1s = -1.4410 mhartree
  IORA-Dirac 2s = -0.0877 mhartree
  IORA spacing = 150.741282 hartree
  spacing change from D=0 = -4.2301 mhartree
  leading law for change = -4.2536 mhartree
leading law, 1s error at D=0 = -5.6714 mhartree
leading law, 2s error at D=0 = -0.0886 mhartree
spacing change, D=100 hartree = -0.11511 eV
ZORA spacing change, D=100 hartree = -0.40406 hartree
1s, best small component: value-Dirac = 0.1559 microhartree
gauge making 1s exact: D = 201.076523 hartree
  |1s error| = 3.1e-13 hartree
  2s error = -0.8119 mhartree
IORA powers of 1/c, c doubled thrice = 3.9941, 3.9985, 3.9996
ZORA powers of 1/c, c doubled thrice = 2.0126, 2.0031, 2.0008
IORA change / leading law at 8c = 0.99991
ZORA change / leading law at 8c = 1.00018
Z=80, D=0 hartree: 1s, 2s errors = -24.7089, -0.4491 hartree
Z=80, D=100 hartree: 1s, 2s errors = -23.4219, -0.3569 hartree
levels in lower-bound test = 24
error closest to zero there = -0.0877 mhartree
```
